# Step-Response Delay of a Metal Sheet on a Dielectric Slab

## Definitions and conventions

A metal sheet lies on a dielectric slab of thickness \(d\), whose far face touches a heat sink. The coordinate \(z\) runs from the metal, \(z=0\), to the sink, \(z=d\). All temperatures are rises above the sink temperature.

The slab has conductivity \(k\), volumetric heat capacity \(c\) and diffusivity \(\alpha=k/c\), all constant. The metal is lumped: it has one temperature \(\theta(t)\) and an areal heat capacity \(C_m>0\), which is film thickness times volumetric heat capacity. Heat flows along \(z\) alone, the contacts are perfect, and the top of the metal loses no heat.

Everything starts at zero rise. From \(t=0\) a constant power per area \(q_0\) is released in the metal. The slab temperature \(T(z,t)\) then obeys
\[
c\,T_t=k\,T_{zz},\qquad T(0,t)=\theta(t),\qquad T(d,t)=0,
\]
where subscripts \(t\) and \(z\) denote derivatives. The heat flux towards the sink is \(-kT_z\), so the balance of the metal is
\[
C_m\theta_t=q_0+k\,T_z(0,t).
\]

In the steady state \(T_{zz}=0\) and \(-kT_z=q_0\), which gives
\[
T_\infty(z)=\theta_\infty\left(1-\frac zd\right),\qquad \theta_\infty=q_0R,\qquad R=\frac dk .
\]
The integrated normalized delay is
\[
\tau=\int_0^\infty\left[1-\frac{\theta(t)}{\theta_\infty}\right]dt ,
\]
and the result to be derived is
\[
\boxed{\;\tau=\frac{C_m d}{k}+\frac{d^2}{3\alpha}\;}
\]

The delay is an area between the response and its final value. Long after switch-on, \(\int_0^t\theta\,dt'\) approaches \(\theta_\infty(t-\tau)\): the accumulated temperature is that of a sheet which jumped to \(\theta_\infty\) at time \(\tau\). No exponential shape is implied.

## First derivation: integrate the heat equation over time

**The deficit.** Let \(u=T_\infty-T\). Subtracting the equations for \(T\) from the steady ones removes the source:
\[
c\,u_t=k\,u_{zz},\qquad C_m u_t(0,t)=k\,u_z(0,t),\qquad u(d,t)=0,
\]
with \(u(z,0)=T_\infty(z)\). For the sign in the metal equation, insert \(\theta_t=-u_t(0,t)\) and \(T_z=T_\infty'-u_z\) in the balance. Since \(q_0+kT_\infty'=0\), what remains is \(-C_mu_t=-ku_z\).

**Convergence.** Define the positive quantity
\[
E=\tfrac12C_mu(0,t)^2+\tfrac12c\int_0^d u^2\,dz .
\]
Its time derivative follows from the two equations and one integration by parts:
\[
\frac{dE}{dt}=k\,u(0)u_z(0)+k\big[u\,u_z\big]_0^d-k\int_0^d u_z^2\,dz=-k\int_0^d u_z^2\,dz .
\]
The boundary terms cancel at \(z=0\) and vanish at \(z=d\). Because \(u(d)=0\), the Cauchy–Schwarz inequality gives
\[
u(z)^2=\left(\int_z^d u_{z'}\,dz'\right)^2\le(d-z)\int_0^d u_{z'}^2\,dz' .
\]
Inserting this in \(E\) yields \(2E\le(C_md+cd^2/2)\int u_z^2\,dz\), hence
\[
\frac{dE}{dt}\le-\frac{2E}{\tau_s},\qquad \tau_s=\frac{C_md}{k}+\frac{d^2}{2\alpha}.
\]
So \(E\) decays at least as fast as \(e^{-2t/\tau_s}\), and \(|u(0,t)|\le\sqrt{2E/C_m}\) at least as fast as \(e^{-t/\tau_s}\). The delay integral converges.

**The integrated problem.** Let \(U(z)=\int_0^\infty u\,dt\), so that \(\tau=U(0)/\theta_\infty\). The time integral of \(u_t\) is the final value, zero, minus the initial value \(T_\infty\). Therefore
\[
kU''=-c\,T_\infty(z),\qquad kU'(0)=-C_m\theta_\infty,\qquad U(d)=0 .
\]
The transient has become a static problem whose sources are the heats stored at the end.

**Two integrations.** Dividing by \(k\) and integrating from \(0\) to \(z\) gives
\[
U'(z)=-\frac{C_m\theta_\infty}{k}-\frac{\theta_\infty}{\alpha}\left(z-\frac{z^2}{2d}\right).
\]
Since \(U(d)=0\), \(U(z)=-\int_z^dU'\,dz'\), and so
\[
\frac{U(z)}{\theta_\infty}=\frac{C_m(d-z)}{k}+\frac1\alpha\left[\frac{d^2-z^2}{2}-\frac{d^3-z^3}{6d}\right].
\]
The bracket equals \(d^2/3-z^2/2+z^3/(6d)\). At \(z=0\) it is \(d^2/2-d^2/6=d^2/3\), which proves the result.

**Where the third comes from.** Multiply \(kU''=-cT_\infty\) by \(T_\infty\) and integrate over the slab. Two integrations by parts, with \(T_\infty''=0\) and with \(T_\infty\) and \(U\) both zero at \(z=d\), give
\[
-c\int_0^dT_\infty^2dz=-k\theta_\infty U'(0)+kT_\infty'(0)U(0)=C_m\theta_\infty^2-q_0U(0).
\]
Solving for \(U(0)\) and dividing by \(\theta_\infty\), with \(\theta_\infty=q_0R\),
\[
\tau=R\left[C_m+c\int_0^d\left(\frac{T_\infty}{\theta_\infty}\right)^2dz\right].
\]
Each layer's heat capacity is weighted by the square of its relative final temperature. One factor says how much heat the layer must take up; the other says how strongly heat absorbed there lowers the metal temperature. The linear profile squared averages to \(1/3\).

The flux into the sink has a different delay. Its deficit from \(q_0\) is \(-ku_z(d,t)\), so its normalized time integral is
\[
-\frac{kU'(d)}{q_0}=\frac{C_m\theta_\infty+c\theta_\infty d/2}{q_0}=\frac{C_md}{k}+\frac{d^2}{2\alpha}=\tau_s .
\]
This is the stored heat divided by the power. It carries one factor of the profile, whose average is \(1/2\).

## Second derivation: thermal impedance at low frequency

**The impedance.** Denote Laplace transforms by a hat and let \(p=\sqrt{s/\alpha}\). With zero initial rise, \(\hat T_{zz}=p^2\hat T\). The solution that vanishes at the sink is \(\hat T=A\sinh p(d-z)\), so \(\hat\theta=A\sinh pd\), and the flux entering the slab is
\[
-k\hat T_z(0)=kpA\cosh pd=kp\coth(pd)\,\hat\theta .
\]
The metal balance \(sC_m\hat\theta=q_0/s-kp\coth(pd)\,\hat\theta\) then gives
\[
\hat\theta=\frac{q_0}{s}Z(s),\qquad Z(s)=\frac{1}{sC_m+kp\coth(pd)} .
\]

**The delay as a slope.** Transforming the normalized deficit,
\[
\int_0^\infty e^{-st}\left[1-\frac{\theta}{\theta_\infty}\right]dt=\frac1s\left[1-\frac{Z(s)}{R}\right].
\]
As \(s\to0^+\), the left side tends to \(\tau\), because the deficit is exponentially bounded. Since \(Z(0)=R\), this means \(\tau=-Z'(0)/Z(0)\).

**Expansion.** With \(y=pd\),
\[
y\coth y=\frac{1+y^2/2+O(y^4)}{1+y^2/6+O(y^4)}=1+\frac{y^2}{3}+O(y^4).
\]
Since \(y^2=sd^2/\alpha\), the denominator of \(Z\) is
\[
sC_m+\frac kd\left(1+\frac{sd^2}{3\alpha}\right)+O(s^2)=\frac kd\left[1+s\left(\frac{C_md}{k}+\frac{d^2}{3\alpha}\right)\right]+O(s^2).
\]
Thus \(Z/R=1-s\tau+O(s^2)\) with the same \(\tau\). Here the third is \(1/2-1/6\), from the hyperbolic cosine and sine.

**The modes.** The poles of \(Z\) give the decay rates. Put \(s=-\alpha x^2/d^2\), so that \(pd=ix\) and \(pd\coth pd=x\cot x\). The denominator becomes
\[
D=sC_m+\frac kd\,x\cot x ,
\]
and \(D=0\) requires
\[
x\tan x=\frac{cd}{C_m},\qquad \tau_n=\frac{d^2}{\alpha x_n^2}.
\]
The problem is symmetric when the metal counts as a point capacity \(C_m\) at \(z=0\), so its rates are real and its modes complete. The residue at a pole is \(1/D'(s)\). Using \(dx/ds=-d^2/(2\alpha x)\),
\[
D'(s)=C_m+\frac{cd}{2}\,\frac{x-\sin x\cos x}{x\sin^2x}>0 ,
\]
because \(x>\sin x\cos x\) for \(x>0\). Hence
\[
1-\frac{\theta}{\theta_\infty}=\sum_na_ne^{-t/\tau_n},\qquad a_n=\frac{\tau_n}{R\,D'(s_n)}>0,\qquad \sum_na_n=1 ,
\]
the last equality being the initial condition. Integration gives \(\tau=\sum_na_n\tau_n\), a weighted mean of the time constants, which cannot exceed the slowest.

**Two limits.** If \(C_m\gg cd\), the first root is small, \(x_1^2\approx cd/C_m\), so \(\tau_1\approx C_md/k\). The response is then nearly one exponential, with the slab acting as a resistor. If \(C_m\to0\), then \(x_1\to\pi/2\), \(\tau_1\to4d^2/(\pi^2\alpha)\approx0.405\,d^2/\alpha\) and \(a_1\to8/\pi^2\approx0.81\). The delay \(d^2/(3\alpha)\) is then clearly shorter than the slowest time constant.

## What each derivation assumes

Both need a sink at fixed temperature, one-dimensional flow and a reachable steady state. They differ in what else they use.

The first uses the initial state, the final state, conservation of heat and Fourier's law with a conductivity that does not depend on temperature. It never solves for the waveform, and it gives the integrated deficit at every depth. It also extends to a heat capacity that depends on temperature, provided \(k\) is constant and the integral converges: \(cT_\infty\) and \(C_m\theta_\infty\) are replaced by the heats taken up between the initial and final temperatures. For layers with different constant properties, \(kU''\) becomes \((kU')'\), and the squared-profile formula keeps its form because the steady flux is \(q_0\) everywhere.

The second needs linear equations, and its closed form needs a uniform slab. In return it supplies the whole frequency response and the modes, which tell whether \(\tau\) resembles a time constant. As written, it borrows the exponential bound from the first derivation to justify the limit \(s\to0^+\).

## Contacts and feedback

**Contact resistances.** Let \(R_1\) be the resistance between metal and slab and \(R_2\) that between slab and sink. Each is a thin layer with resistance but no heat capacity. The total is \(R=R_1+d/k+R_2\), and in the slab \(T_\infty/q_0=R_2+(d-z)/k\). The squared-profile formula gives
\[
\tau=C_mR+\frac cR\int_0^d\left(R_2+\frac{d-z}{k}\right)^2dz
=C_mR+\frac{ck}{3R}\left[\left(R_2+\frac dk\right)^3-R_2^3\right].
\]
For \(R_1=R_2=0\) the second term is \(cd^2/(3k)\), as before. The two contacts act differently. \(R_1\) heats the metal but leaves the slab profile unchanged at fixed \(q_0\), so the slab term falls as \(1/R\). \(R_2\) warms the slab as well and raises both terms.

**Resistivity feedback.** At constant current, let the resistivity grow as \(1+b\theta\). The source becomes \(q_0(1+b\theta)\), which subtracts \(q_0b\) from the denominator of \(Z\):
\[
\frac kd(1-g)+s\left(C_m+\frac{cd}{3}\right)+O(s^2),\qquad g=\frac{b\,q_0d}{k}.
\]
Both the final rise and the delay are therefore divided by \(1-g\). For \(g\ge1\) this linear model has no stable steady state.

## A copper film on silicon dioxide

The example is a copper film 100 nm thick and 20 µm wide on 300 nm of silicon dioxide above silicon. The material values are rough typical ones near room temperature, reliable to two figures at most; further figures, here and in the results, only make the arithmetic reproducible. They are 3.45 J/(cm³ K) for copper, and 1.65 J/(cm³ K) and 1.3 W/(m K) for the oxide.

The areal heat capacities are \(C_m=0.345\) J/(m² K) and \(cd=0.495\) J/(m² K). The oxide resistance is \(300\ \text{nm}/1.3\ \text{W/(m K)}=230.8\) m² K/GW. Then
\[
\frac{C_md}{k}=0.345\times230.8\ \text{ns}=79.6\ \text{ns},\qquad
\frac{d^2}{3\alpha}=\frac{0.495\times230.8}{3}\ \text{ns}=38.1\ \text{ns},
\]
and \(\tau=117.7\) ns, or about 0.12 µs. A finite-volume model of the slab with 400 cells, its response integrated over time from the definition, also gives 117.7 ns. The flux into the sink has the longer delay of 136.7 ns.

The oxide supplies about a third of \(\tau\), so treating it as a pure resistor would be a poor approximation here. With the metal held fixed, the two parts are equal when \(cd=3C_m\), at an oxide thickness near 630 nm.

A current density of 10 MA/cm² and a resistivity of 2.5 µΩ cm give \(q_0=25\) W/mm² and a final rise of 5.77 K above the far face of the oxide. In the linear model without feedback, \(\tau\) does not depend on the current.

**How close to one exponential.** The first root is \(x_1=0.974\), with \(\tau_1=120.3\) ns and weight \(a_1=0.976\). At \(t=\tau\) the metal has reached 0.6328 of its final rise, against 0.6321 for a single exponential. The first mode accounts for this: \(1-0.9763\,e^{-117.69/120.34}=0.6328\). The other roots exceed \(\pi\), so their time constants are below \(d^2/(\pi^2\alpha)\approx12\) ns and they have died out by then. In this model the agreement becomes exact in the limit \(C_m\gg cd\). In the opposite limit \(C_m\to0\), where \(\tau/\tau_1\to\pi^2/12\), the first mode gives \(1-(8/\pi^2)e^{-\pi^2/12}\approx0.644\). That is still close to 0.632, although the early response is then far from a single exponential. A fraction near 0.632 at \(t=\tau\) is therefore no proof of an exponential shape.

## The model beside a real film

The thicknesses are plausible for an on-chip test structure. The width is far above that of fine signal lines, and the current density is well above usual continuous service levels, which are roughly of order 1 MA/cm². Real contacts are imperfect, and a rough 10 m² K/GW for each raises the delay to 126.3 ns, by 7.3% of the ideal value, and the final rise to 6.27 K. The metal-side contact alone gives 119.6 ns and the sink-side contact alone 124.5 ns, the asymmetry derived above. Real lines are often buried in dielectric, which adds heat capacity and escape paths not sized here.

Three other effects are small for these numbers:

- With \(b=0.0027\) K⁻¹, the feedback is \(g=0.0027\times5.77=0.016\). It raises the delay to 119.6 ns and the final rise to 5.86 K.
- A two-dimensional steady solution for an isothermal strip, with no heat loss from the surface beside it, gives an extra effective width of \(0.441d\) per edge. Two edges add \(2\times0.441\times300/20000=1.3\%\) to the conductance. The copper strip is not isothermal across its width. For a film conductivity of 250 W/(m K), the lateral length \(\sqrt{250\ \text{W/(m K)}\times100\ \text{nm}\times R}\approx2.4\) µm is well below the half-width, so the cooling is concentrated near the edges and the centre hardly changes. The change in the delay was not computed.
- The diffusion time across the copper, its thickness squared over its diffusivity, is about 0.14 ns for a film conductivity of 250 W/(m K). This scaling estimate supports the lumped metal.

**The silicon is not an ideal sink.** Let its effusivity be \(e=\sqrt{k_{\rm Si}c_{\rm Si}}\), with the equally rough inputs 148 W/(m K) and 1.65 J/(cm³ K). A semi-infinite body has surface impedance \(1/(e\sqrt s)\). Under a constant flux \(q_0\) its surface rise has the transform \(q_0s^{-3/2}/e\), which is
\[
T_s(t)=\frac{2q_0}{e}\sqrt{\frac t\pi}.
\]
After switch-on every temperature in the stack rises steadily, so part of \(q_0\) is always being stored above the silicon and the flux entering it stays below \(q_0\). The real surface rise is therefore below \(T_s\). By the maximum principle the rise this adds to the metal cannot exceed the largest surface rise so far, so it too is below \(T_s(t)\).

Inverting the transform with one-dimensional silicon in place of the ideal sink gives a metal rise of 3.70 K instead of 3.65 K at \(t=\tau\). At \(5\tau\) it gives 6.63 K instead of 5.73 K. The added 0.90 K is 16% of the ideal final rise and lies below the bound of 1.38 K. Silicon is thus a minor correction during the first delay time and the largest of the computed corrections to the temperature by five delay times.

It also limits the definition. On a one-dimensional semi-infinite sink the metal rise grows without limit as \(\sqrt t\), so \(\theta_\infty\) does not exist and neither does \(\tau\). In the real strip, heat spreads sideways in the silicon, which lowers the silicon's rise below the one-dimensional value. The diffusion length there is already 7.3 µm at \(5\tau\), comparable with the half-width of the strip. The value of 118 ns therefore describes the film and oxide above a silicon surface held at fixed temperature; the slower warming of the substrate has to be treated separately, and it is not small. Under a long strip of width \(w\), the steady substrate rise is \(q_0w/(\pi k_{\rm Si})\approx1.1\) K times a logarithmic factor of roughly 5 for a wafer 500 µm thick on an ideal sink. That is comparable with the rise across the oxide, and it is reached only over far longer times. The remaining values are in the numerical output.

## Calculated quantities

```
Copper film thickness: 100 nm
Copper heat capacity: 3.45 J/(cm3 K)
Copper film thermal conductivity: 250 W/(m K)
Copper film resistivity: 2.5 uohm cm
Relative resistivity slope: 0.0027 1/K
Current density: 10 MA/cm2
Strip width: 20 um
Oxide thickness: 300 nm
Oxide conductivity: 1.3 W/(m K)
Oxide heat capacity: 1.65 J/(cm3 K)
Silicon conductivity: 148 W/(m K)
Silicon heat capacity: 1.65 J/(cm3 K)
Oxide diffusivity: 0.007879 cm2/s
Metal areal heat capacity: 0.345 J/(m2 K)
Oxide areal heat capacity: 0.495 J/(m2 K)
Heat flux: 25 W/mm2
Oxide thermal resistance: 230.8 m2 K/GW
Final metal rise: 5.769 K
Metal part of delay: 79.62 ns
Oxide part of delay: 38.08 ns
Total delay, formula: 117.69 ns
Total delay, time integration: 117.69 ns
Delay of flux into sink: 136.7 ns
Fraction of final rise at t = delay: 0.6328
Single-exponential fraction: 0.6321
Slowest-mode root x: 0.9743
Slowest time constant: 120.34 ns
Weight of slowest mode: 0.9763
Resistance of each contact: 10 m2 K/GW
Delay, metal-side contact only: 119.6 ns
Delay, sink-side contact only: 124.5 ns
Delay with both contacts: 126.3 ns
Delay increase from both contacts: 7.32 %
Final rise with both contacts: 6.269 K
Resistivity feedback g: 0.0156
Delay with feedback: 119.6 ns
Final rise with feedback: 5.861 K
Rise at 1 delay(s), ideal sink: 3.651 K
Rise at 1 delay(s), 1D silicon: 3.695 K
Bound on added rise at 1 delay(s): 0.619 K
Rise at 5 delay(s), ideal sink: 5.727 K
Rise at 5 delay(s), 1D silicon: 6.63 K
Bound on added rise at 5 delay(s): 1.38 K
Silicon diffusion length at 5 delays: 7.27 um
Extra width per edge / oxide thickness: 0.441
Extra conductance from two edges: 1.32 %
Diffusion time across metal: 0.14 ns
```
